# Trap density from the logarithmic frequency derivative of depletion capacitance

## Definitions and conventions

A metal contact at \(x=0\) depletes an n-type film that extends to an ohmic contact at \(x=L\). Energies are in eV and potentials in V, so a band bending of 0.3 V shifts an energy by 0.3 eV. Write \(V_T=kT/q\), with \(q>0\).

- \(\psi(x)\ge 0\) is the upward bending of the conduction-band edge: \(\psi(0)=U\), and \(\psi=0\) in the bulk.
- \(\zeta\) is the bulk depth of the Fermi level below the band edge, and \(\Phi(x)=\zeta+\psi(x)\) is its local depth.
- \(n=n_0e^{-\psi/V_T}\) is the electron density.
- \(g(E)\) is the trap density per volume and energy at depth \(E\) below the band edge. The traps are acceptor-like: neutral when empty, charged \(-q\) when filled.
- \(\omega\) is the angular frequency and \(C\) the parallel-equivalent capacitance per area.
- \(W=\varepsilon/C_{\rm hf}\), where \(C_{\rm hf}\) is measured at a frequency too high for the traps to follow.

**Assumptions.**
1. Donors and traps are uniform in space, and electrons are non-degenerate.
2. Traps exchange electrons with the conduction band alone, at emission rate \(e=\nu_0e^{-E/V_T}\).
3. The ac voltage is small compared with \(V_T\), and the electron quasi-Fermi level in the layer follows that of the bulk.
4. Traps are dilute: results are kept to first order in \(g\).
5. The Fermi level crosses the probed traps inside the depletion layer, several \(kT\) from both of its ends.

## Theorem

Define the apparent density

\[
g_{\rm app}(E_\omega)=-\frac{2(U-V_T)^{3/2}}{qWV_T\sqrt{E_\omega-\zeta-V_T}}\,\frac{dC}{d\ln\omega},
\qquad
E_\omega=V_T\left[1+\ln\frac{\nu_0}{\omega}\right].
\]

Let \(A(\Phi)\propto\sqrt{\Phi-\zeta-V_T}\). If \(g\) and \(A\) vary slowly over \(kT\), then through second order in \(V_T\)

\[
\frac{g_{\rm app}}{g}=1+\frac{V_T^2}{2}\left[v\frac{g''}{g}+2r\frac{g'A'}{gA}+v\frac{A''}{A}\right],
\quad v=1+\frac{\pi^2}{12},\quad r=1-\frac{\pi^2}{12},
\]

with everything on the right evaluated at \(E_\omega\). The method thus returns a thermally blurred density. With this energy scale the blur has no first-order term.

## Lemma 1: response of the traps

The filled fraction \(f\) obeys \(\dot f=c(1-f)-ef\), where the capture rate \(c\) is proportional to \(n\). In equilibrium \(f=[1+e^{(\Phi-E)/V_T}]^{-1}\) and \(c(1-f)=ef\), so \(c/e=f/(1-f)=e^{(E-\Phi)/V_T}\). Hence \(c=\nu_0e^{-\Phi/V_T}\).

Let \(\psi\) change by \(\delta\psi\,e^{i\omega t}\). Then \(\delta c=-c\,\delta\psi/V_T\), and to first order

\[
i\omega\,\delta f=-c(1-f)\frac{\delta\psi}{V_T}-(c+e)\delta f .
\]

Solving for \(\delta f\), with \(c/(c+e)=f\) and \(\tau=1/(c+e)\), gives

\[
\delta f=-\frac{\delta\psi}{V_T}\,\frac{f(1-f)}{1+i\omega\tau}.
\]

The electrostatic potential is \(-\psi\), so Poisson's equation reads \(\psi''=\rho/\varepsilon\) with \(\rho=q[N_D-n-\int gf\,dE]\). Let \(u=\delta\psi/\delta U\) be the normalized ac potential. Linearization gives

\[
u''=\kappa u,\qquad
\kappa=\frac{q}{\varepsilon V_T}\left[n+\int\frac{g f(1-f)}{1+i\omega\tau}\,dE\right],
\]

with \(u(0)=1\) and \(u(L)=0\).

The metal charge per area is \(\varepsilon\psi'(0)\). Raising \(U\) by \(\delta U\) lowers the metal potential by the same amount, so the complex capacitance is \(\tilde C=-\varepsilon u'(0)\), and \(C=\operatorname{Re}\tilde C\).

## Lemma 2: the frequency derivative

For the linear problem of Lemma 1, at any trap density,

\[
\frac{d\tilde C}{d\ln\omega}=\varepsilon\int_0^L\frac{\partial\kappa}{\partial\ln\omega}\,u^2\,dx .
\]

*Proof.* The static profile does not depend on \(\omega\). Put \(w=\partial u/\partial\ln\omega\) and \(\dot\kappa=\partial\kappa/\partial\ln\omega\). Differentiating \(u''=\kappa u\) gives \(w''=\kappa w+\dot\kappa u\), with \(w(0)=w(L)=0\) because the boundary values of \(u\) are fixed. Therefore

\[
(uw'-wu')'=uw''-wu''=\dot\kappa u^2 .
\]

Integrate from 0 to \(L\). The upper limit contributes zero and the lower one \(-w'(0)\), so \(-w'(0)=\int\dot\kappa u^2dx\). Multiplication by \(\varepsilon\) proves the claim. ∎

The square has a physical meaning. One factor \(u\) is the local ac voltage that drives the traps; the other is the share of their charge that appears at the terminal. For the example below at 1 kHz, a numerical derivative of \(\tilde C\) agreed with this integral to within one part in \(10^4\).

## Lemma 3: band bending and depletion width

To first order in \(g\), \(u\) and \(\psi\) in Lemma 2 may be taken from the trap-free layer, where

\[
\psi''=\frac{qn_0}{\varepsilon}\left(1-e^{-\psi/V_T}\right).
\]

Differentiating once more gives \(\psi'''=(qn/\varepsilon V_T)\psi'\), which is the trap-free equation for \(u\). Since \(\psi'\) vanishes in the bulk, \(u=\psi'(x)/\psi'(0)\).

Multiply the equation for \(\psi''\) by \(2\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\):

\[
\psi'^2=\frac{2qn_0}{\varepsilon}\left[\psi-V_T+V_Te^{-\psi/V_T}\right].
\]

Several \(V_T\) inside the layer the exponential is negligible. Write \(b=\psi-V_T=\Phi-\zeta-V_T\) and \(B=U-V_T\). Then \(|\psi'|=\sqrt{2qn_0b/\varepsilon}\), and \(u=\sqrt{b/B}\). The capacitance is

\[
C_{\rm hf}=-\varepsilon\frac{\psi''(0)}{\psi'(0)}=\frac{qn_0}{\sqrt{2qn_0B/\varepsilon}}
\quad\Rightarrow\quad
W=\frac{\varepsilon}{C_{\rm hf}}=\sqrt{\frac{2\varepsilon B}{qn_0}} .
\]

It follows that \(|\psi'(0)|=2B/W\) and \(|\psi'|=(2B/W)\sqrt{b/B}\). The weight needed below is

\[
A(\Phi)\equiv\frac{u^2}{|\psi'|}=\frac{b}{B}\,\frac{W}{2B}\sqrt{\frac{B}{b}}=\frac{W\sqrt b}{2B^{3/2}} .
\]

## Lemma 4: the thermal blur

With \(z=\omega\tau\), the real part of \(1/(1+iz)\) is \(1/(1+z^2)\), whose derivative with respect to \(\ln z\) is \(-2z^2/(1+z^2)^2\). Insert this in Lemma 2 with real \(u\), and use \(dx=d\Phi/|\psi'|\) in magnitude:

\[
-\frac{dC}{d\ln\omega}=\frac{q}{V_T}\iint g(E)A(\Phi)\,f(1-f)\frac{2z^2}{(1+z^2)^2}\,dE\,d\Phi .
\]

Measure both depths from \(V_T\ln(\nu_0/\omega)\):

\[
s=\frac{E}{V_T}-\ln\frac{\nu_0}{\omega},\qquad p=\frac{\Phi}{V_T}-\ln\frac{\nu_0}{\omega}.
\]

Then \(e/\omega=e^{-s}\) and \(c/\omega=e^{-p}\). Since \(e=(1-f)/\tau\) and \(c=f/\tau\),

\[
s=a-\ln(1-f),\qquad p=a-\ln f,\qquad a=\ln z .
\]

The Jacobian determinant of \((s,p)\) with respect to \((a,f)\) is \(-1/f-1/(1-f)=-1/[f(1-f)]\), so \(ds\,dp=da\,df/[f(1-f)]\). The factor \(f(1-f)\) cancels, and

\[
-\frac{dC}{d\ln\omega}=qV_T\int_0^1\!df\int_{-\infty}^{\infty}\!da\,\tfrac12\operatorname{sech}^2\!a\;\,gA
\equiv qV_T\langle gA\rangle .
\]

The infinite limits use assumption 5. The average is over two independent variables: \(f\), uniform on \((0,1)\), and \(a\), with density \(\tfrac12\operatorname{sech}^2a\). Both densities have unit area.

*Moments.* By symmetry \(\langle a\rangle=0\). Integration by parts and a geometric series give

\[
\langle a^2\rangle=\int_0^\infty\!2a(1-\tanh a)\,da=\sum_{k\ge1}(-1)^{k+1}\!\int_0^\infty\!4a\,e^{-2ka}da=\sum_{k\ge1}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{12}.
\]

The variables \(-\ln f\) and \(-\ln(1-f)\) each have an exponential distribution with mean 1 and variance 1. For their covariance, expand \(\ln(1-f)=-\sum f^k/k\) and use \(\int_0^1f^k\ln f\,df=-1/(k+1)^2\):

\[
\int_0^1\!\ln f\,\ln(1-f)\,df=\sum_{k\ge1}\left[\frac1{k(k+1)}-\frac1{(k+1)^2}\right]=2-\frac{\pi^2}{6}.
\]

Subtracting the product of the means leaves \(1-\pi^2/6\). Hence \(\langle s\rangle=\langle p\rangle=1\), both variances are \(1+\pi^2/12=v\), and the covariance is \(\pi^2/12+1-\pi^2/6=r\). ∎

Direct two-dimensional summation gives a mean of 1.0000, a variance of 1.8225 and a covariance of 0.1775.

## Proof of the theorem

At \(s=p=1\) both \(E\) and \(\Phi\) equal \(E_\omega\). Expand \(g\) and \(A\) there:

\[
\langle gA\rangle=gA+\frac{V_T^2}{2}\left[v\,g''A+2r\,g'A'+v\,gA''\right]+\dots
\]

The first-order terms vanish because \(\langle s-1\rangle=\langle p-1\rangle=0\). Dividing \(-dC/d\ln\omega=qV_T\langle gA\rangle\) by \(qV_TA(E_\omega)\), with \(A\) from Lemma 3, gives \(g_{\rm app}\) on one side and the stated expansion on the other. ∎

**Remark on the energy scale.** A half-filled trap has \(c=e\) and responds at \(\omega\tau=1\), that is, at \(\omega=2e\). More fully filled traps of the same depth lie where electrons are denser. Their capture rate \(c\) is higher, so \(\tau=1/(c+e)=(1-f)/e\) is shorter. At fixed \(E\), nearly full traps are therefore fast and nearly empty ones slow, with \(\tau\) at most \(1/e\). Averaging \(-\ln(1-f)\) over all fillings gives 1, in place of the half-filling value \(\ln2\).

## Special cases

**A single trap level.** Let the traps have density \(N_T\) at one depth \(E_T\), and treat \(A\) as constant across the blur. At fixed \(E\), \(z=(1-f)y\) with \(y=\omega/e\), so the capacitance step has the shape \(\int_0^1df/[1+(1-f)^2y^2]=\arctan(y)/y\). Its negative logarithmic derivative gives

\[
g_{\rm app}=\frac{N_T}{V_T}\left[\frac{\arctan y}{y}-\frac1{1+y^2}\right].
\]

The area is \(N_T\), since \(\arctan(y)/y\) falls from 1 to 0. The standard deviation is \(\sqrt v\,kT\), or 34.9 meV at 300 K. The line is skewed: its mean lies at \(E_T\), but its maximum, at \(y=1.825\), lies \(0.40\,kT\) (10 meV) deeper on the \(E_\omega\) scale, and its full width at half maximum is 63 meV. A recovered peak of about this shape and width does not by itself show a distribution of levels.

**An exponential band tail.** Let \(g\propto e^{-E/E_1}\) with \(A\) constant, and put \(m=V_T/E_1\). With \(t=z^2/(1+z^2)\), which is uniform on \((0,1)\), \(\langle z^{-m}\rangle=\int_0^1t^{-m/2}(1-t)^{m/2}dt=(\pi m/2)/\sin(\pi m/2)\). Also \(\langle(1-f)^m\rangle=1/(1+m)\). Thus

\[
\frac{g_{\rm app}}{g}=\frac{e^{m}}{1+m}\,\frac{\pi m/2}{\sin(\pi m/2)},\qquad m<2 .
\]

With constant \(A\) the slope is preserved and the magnitude is raised. In the diode of the worked example, where \(A\) falls toward shallow depths, a very dilute tail gives at 1 kHz the ratios 1.21, 5.5 and 24 for \(m=0.5\), 1.5 and 1.9, against 1.22, 6.0 and 44 from the formula, and the ratio drifts with depth as \(m\) nears 2. At \(m=2\), where \(E_1=kT/2\), the average diverges: all shallower depths then contribute about equally, and the formula no longer measures \(g(E_\omega)\). For a still steeper tail the shallow end dominates.

**A layer without space charge.** If the bands fall linearly across a depleted layer of width \(W\), then \(u=\psi/U=1-x/W\) and \(|\psi'|=U/W\). Lemmas 2 and 4 still apply, with \(A=W\psi^2/U^3\). To leading order \(g=-(U^3/qWV_T\psi^2)\,dC/d\ln\omega\) at \(\psi=E_\omega-\zeta\), where \(\zeta\) is the Fermi depth at the end with \(\psi=0\). The prefactor therefore depends on the band profile.

## Worked example

The parameters are rough values in the regime of an amorphous In-Ga-Zn-O Schottky diode at 300 K: relative permittivity 13, effective mass 0.34 \(m_e\), \(n_0=5\times10^{16}\) cm\(^{-3}\), barrier 0.90 eV, \(\nu_0=10^{11}\) s\(^{-1}\) and film thickness 400 nm. They give \(\zeta=0.1189\) eV and \(U=0.7811\) V. The input traps form a Gaussian centred at 0.45 eV, with standard deviation 0.08 eV and peak \(10^{16}\) cm\(^{-3}\) eV\(^{-1}\). Their total is 4.0% of \(n_0\).

The nonlinear Poisson equation and the complex equation for \(u\) were solved on a grid, and the resulting \(C(\omega)\) was treated as data. At 1 MHz it gives \(W=146.8\) nm. At 1 kHz, \(-dC/d\ln\omega=0.2356\) nF/cm\(^2\), and

\[
E_\omega=0.02585\left[1+\ln\frac{10^{11}}{2\pi\times10^3}\right]=0.4546\ \text{eV},
\]

\[
b=0.4546-0.1189-0.0259=0.3098\ \text{V},\qquad B=0.7553\ \text{V},
\]

\[
g_{\rm app}=\frac{2(0.7553)^{3/2}(2.356\times10^{-10})}{(1.602\times10^{-19})(1.468\times10^{-5})(0.02585)\sqrt{0.3098}}
=9.14\times10^{15}\ \text{cm}^{-3}\,\text{eV}^{-1}.
\]

The input at this depth is \(9.98\times10^{15}\), so the result is 8.5% low. Other frequencies give, in \(10^{15}\) cm\(^{-3}\) eV\(^{-1}\):

| \(f\) (Hz) | \(E_\omega\) (eV) | found | input |
|---|---|---|---|
| 10 | 0.574 | 3.32 | 3.03 |
| 100 | 0.514 | 7.00 | 7.26 |
| \(10^4\) | 0.395 | 7.44 | 7.90 |
| \(10^5\) | 0.336 | 3.82 | 3.59 |

The signs follow the curvature term: \(g''\) is negative within 0.08 eV of the centre and positive beyond.

At the centre \(g''/g=-1/(0.08)^2\), \(g'=0\) and \(A''/A=-1/(4b^2)\) with \(b=0.3052\) V. The second-order ratio is 0.903, and the full blur integral gives 0.921. The grid solution gives 0.920 when the trap density is cut a thousandfold, 0.914 for the example and 0.866 for ten times more traps. These values are low by about 0.0003 from discretization; the converged ones are 0.9205, 0.9147 and 0.8663, so the very dilute case matches the blur integral. Relative to the very dilute case, finite density costs 0.6% and 5.9%.

One more volt of reverse bias leaves the very dilute ratio at 0.920. The shorter expression \(-(U/qWV_T)\,dC/d\ln\omega\), which lacks the weight \(A\), gives 0.303 of the input at the first bias and 0.195 at the second. Agreement between biases is thus a useful experimental check of the band profile.

## Real diodes and the limits of the result

The 400 nm film was chosen so that a neutral region remains beyond the depletion layer; a fully depleted film breaks Lemma 3. The trap density must also be checked against the dilute limit. At the trap centre of the example, the error from finite density grows from 0.6% to 5.9% when the traps are ten times denser; at 10 Hz it is about twice as large, near 10 kHz it almost vanishes, and at 100 kHz it has about the same size as at the centre but the opposite sign. Finite density thus distorts the shape of the recovered spectrum as well as its height.

The energy axis depends on \(\nu_0\). A tenfold error in \(\nu_0\) moves it by 59.5 meV. The field at the central crossing is 0.065 MV/cm. Thermal excitation followed by tunnelling through a triangular barrier multiplies the emission rate by

\[
1+\int_0^{E}\frac{d\eta}{V_T}\exp\left[\frac{\eta}{V_T}-\frac{4\sqrt{2m^*q}\,\eta^{3/2}}{3\hbar F}\right]=1.73,
\]

where \(\eta\) is the depth below the band edge, taken at the trap, from which the thermally excited electron tunnels. If \(\nu_0\) is the zero-field value, the true depth is about 14 meV greater than \(E_\omega\). Donor-like traps would also feel Poole-Frenkel lowering, \(\sqrt{qF/\pi\varepsilon}=54\) meV with the static relative permittivity 13, and 97 meV if a high-frequency value near 4 applies.

Other estimated effects are small here. The barrier-tunnelling energy is 2 meV, well below \(kT\); the neutral film, with an assumed mobility of 10 cm\(^2\)/Vs, gives \(\omega RC=1.6\times10^{-4}\) at 1 MHz; and the electron-supply lag is of order \(10^{-5}\). The resistance estimate assumes a back contact under the whole diode. If the current must instead flow sideways through the neutral film to the edge of a disc of radius \(a=0.1\) mm, the sheet resistance \(R_s\) of that film gives \(\omega R_sCa^2/8\approx3\) at 1 MHz. The capacitance measured there is then no longer that of the depletion layer. The slope is spoiled much earlier: at low frequency this resistance adds about \((\omega R_sCa^2)^2C/24\) to \(-dC/d\ln\omega\), which is 0.19 nF/cm\(^2\) at 10 kHz, more than the trap signal of 0.17 nF/cm\(^2\).

The density axis depends on \(U\): with the other inputs fixed, an error of 0.1 V changes \(g_{\rm app}\) by about \(1.5\times0.1/0.755=20\%\). The measurement must also be precise, because the whole step from 1 Hz to 1 MHz is 1.88 nF/cm\(^2\), or 2.4% of \(C\). The numerical output follows.

## Computed results

```
temperature 300 K, kT = 25.85 meV
relative permittivity 13, effective mass 0.34 m_e
mobility 10 cm2/Vs, film 400 nm
electron density 5.0e+16 cm^-3, Nc 4.97e+18 cm^-3
bulk Fermi depth 0.1189 eV, barrier 0.90 eV
band bending U 0.7811 V, nu0 1.0e+11 s^-1
trap centre 0.45 eV, width 0.08 eV
trap peak 1.0e+16 cm^-3 eV^-1
total traps 2.01e+15 cm^-3, over n0 0.040
blur mean 1.0000 kT, variance 1.8225, covariance 0.1775
blur standard deviation 34.9 meV
W from C at 1 MHz 146.8 nm, trap-free law 147.3 nm
f (Hz), C (nF/cm2), -dC/dln w (nF/cm2), E_w (eV), g found, g input (1e15 cm^-3 eV^-1)
1e+01  80.127  0.1006  0.5736  3.315  3.031
1e+02  79.783  0.1969  0.5141  6.995  7.256
1e+03  79.265  0.2356  0.4546  9.137  9.984
1e+04  78.779  0.1725  0.3950  7.443  7.897
1e+05  78.495  0.0774  0.3355  3.823  3.591
C at 1 Hz 80.269, at 1 MHz 78.391 nF/cm2
energy window 0.276 to 0.633 eV
frequency for trap centre 1192 Hz
bending at crossing less kT/q 0.3052 V
found/input at centre, very dilute traps 0.9202
  same, blur integral 0.9205, second order 0.9032
  same, 1 V more reverse bias 0.9202
  same, example 0.9144, ten times more traps 0.8660
short formula/input: 0.303, with 1 V more 0.195
centroid of recovered density, very dilute 0.4511 eV
energy bias of w=e: 25.9 meV, of w=2e: 7.9 meV
field at surface 0.1029, at crossing 0.0654 MV/cm
phonon-assisted tunnelling: rate times 1.73, energy shift 14.2 meV
Poole-Frenkel lowering if donor-like 53.8 meV
barrier tunnelling energy E00 1.97 meV
degeneracy correction n0/(2^1.5 Nc) 0.0036
series resistance, w R C at 1 MHz 1.6e-04
electron supply lag 8.5e-06, metal exchange at 1 Hz 3.3e-05
energy shift for tenfold error in nu0 59.5 meV
```
